How a Micromagnet Both Drives and Dephases a Silicon Spin Qubit

**Q:** I am designing the micromagnet for an electron-spin qubit in a silicon dot under a gate oxide. As I see it, the magnet has one effect: it lets an electric drive flip the spin faster. Charge noise in the oxide pushes on the charge, not on the spin, so I want the strongest magnet I can make.

**A:** Your drive also pushes on the charge, and yet it flips the spin. What carries its action over?

**Q:** The field gradient. The drive moves the electron, and the moving electron sees a changing magnetic field.

**A:** Noise moves the electron through the same field. What it does to the spin depends on which component of the field changes. Take x and z in the plane of the interface, y vertical, and the static field B0 along z at the dot centre. Near the centre, let

B = (b_T x + b_L z, −b_T y, B0 + b_L x).

The divergence is b_T − b_T = 0. The curl also vanishes, because ∂Bx/∂z = ∂Bz/∂x = b_L and the other cross-derivatives are zero. Maxwell's equations therefore let us choose b_T and b_L independently. For motion along x, b_T is the transverse gradient, which changes the field across B0, and b_L is the longitudinal gradient, which changes it along B0.

**Q:** My drive uses b_T. Show me that b_L does something that matters.

**A:** Let the confinement along x be harmonic, with angular frequency ω0 and mass m, and let a uniform electric field F act along x. The electron has charge −e, so its potential energy is +eFx. With g > 0, the Hamiltonian is

H = p²/(2m) + ½mω0²x² + eFx + ½gμB[(B0 + b_L x)σz + b_T x σx].

Without the magnetic gradients, completing the square gives

½mω0²x² + eFx = ½mω0²(x − x0)² − e²F²/(2mω0²), with x0 = −eF/(mω0²).

The dot moves to x0. Now keep b_L but set b_T = 0. Then σz is conserved, with values s = ±1, and the term linear in x has the coefficient eF + sβ/2, where β = gμB b_L. The same completion of the square gives the lowest energy for each spin:

E_s = ½ħω0 + ½s gμB B0 − (eF + sβ/2)²/(2mω0²).

The qubit frequency f follows from the difference. Since (a + b)² − (a − b)² = 4ab,

hf = E₊ − E₋
= gμB B0 − 4(eF)(β/2)/(2mω0²)
= gμB B0 − eFβ/(mω0²)
= gμB(B0 + b_L x0).

A displacement x0 thus shifts the frequency by

δf = gμB b_L x0/h.

Within this model, with b_T = 0, the result is exact for a static F. It also holds for noise slow enough that the orbital state follows F.

**Q:** But the electron is spread over many nanometres. Doesn't it sample a whole range of fields even when nothing moves?

**A:** It does, but that spread is not a spread of qubit frequencies. For each spin the electron occupies one orbital ground state with one energy, so the calculation gives a single frequency, set by the mean position. For electric noise to dephase the spin through b_L, that mean position must differ from run to run, or wander during a run.

**Q:** You switched off b_T to get this. My magnet has both gradients.

**A:** Let the Zeeman energy be far below ħω0. The electron then stays close to the displaced orbital ground state, and averaging H over that state replaces x by x0 in the spin terms. A spin in a fixed field has energies ±½gμB|B|, so to leading order

hf = gμB √[(B0 + b_L x0)² + (b_T x0)²].

Expanding the root to second order in x0 gives

hf ≈ gμB[B0 + b_L x0 + b_T² x0²/(2B0)].

The transverse gradient enters at second order. The linear term dominates when |x0| ≪ 2B0|b_L|/b_T².

**Q:** Put numbers on it, for a dot like mine.

**A:** Take round values: transverse mass 0.19 electron masses, ħω0 = 2 meV, g = 2, B0 = 0.5 T, b_T = 1 mT/nm and b_L = 0.2 mT/nm. The linear term then dominates for displacements far below 2 × 0.5 × 0.0002/(0.001)² = 200 nm.

The oscillator length ℓ = √[ħ/(mω0)] is 14.16 nm, so the stiffness is

mω0² = ħω0/ℓ² = 2 meV/(14.16 nm)² ≈ 0.00997 meV/nm².

A field of 1 kV/m exerts a force of 0.001 meV/nm and moves the dot by 0.100 nm. The frequency changes by 27.99 GHz/T × 0.0002 T/nm = 5.60 MHz per nanometre, so this small push shifts the qubit by 0.56 MHz.

**Q:** A shift can be calibrated away. How does it become dephasing?

**A:** A constant shift can be. A fluctuating one leaves a different phase in each run. In a free-precession (Ramsey) experiment of duration t, the extra phase is

φ = 2π ∫₀ᵗ δf(t′) dt′.

Consider one noise component, δf = a cos(2πνt′ + θ), with θ random. Its time integral is

a [sin(πνt)/(πν)] cos(πνt + θ).

The average of cos² over θ is ½, and a²/2 is the noise power S_f(ν)dν in a one-sided spectrum. Adding independent components gives

⟨φ²⟩ = (2π)² ∫ S_f(ν) [sin(πνt)/(πν)]² dν.

Suppose the electric field has 1/f noise, S_F = A_F/ν. Then S_f = A_f/ν, with

√A_f = (gμB|b_L|/h) [e/(mω0²)] √A_F.

**Q:** Doesn't that integral diverge at low frequency?

**A:** It does if it starts from zero. A component much slower than the whole averaging time hardly changes between runs, so I cut the spectrum off at ν_low, the inverse of that time. Set u = πνt and a₀ = πν_low t. Then ⟨φ²⟩ = (2πt)²A_f L, where

L = ∫ from a₀ to ∞ of (sin²u/u³) du.

Integrating by parts twice gives

L = sin²a₀/(2a₀²) + sin(2a₀)/(2a₀) + ∫ from 2a₀ to ∞ of (cos v/v) dv.

For small a₀ the first two terms tend to ½ and 1. To find the third, write b = 2a₀ and split the integral at v = 1:

∫ from b to ∞ of (cos v/v) dv = −ln b − ∫ from b to 1 of [(1 − cos v)/v] dv + ∫ from 1 to ∞ of (cos v/v) dv.

As b → 0, the last two terms together tend to −γ; this is an integral form of Euler's constant, γ ≈ 0.577. Hence, for ν_low t ≪ 1,

L(t) = ln[1/(2πν_low t)] + 3/2 − γ.

For a Gaussian phase of zero mean, ⟨exp(iφ)⟩ = exp(−⟨φ²⟩/2). Let all other noise be a Gaussian frequency error of rms size σ0, constant within each run. It adds (2πσ0t)² to the phase variance, so the coherence is

W(t) = exp{−2π²t²[σ0² + A_f L(t)]}.

Define T2* as the time at which W = 1/e. Then

T2* = 1/{√2 π √[σ0² + A_f L(T2*)]}.

**Q:** And for my dot?

**A:** Take a field noise of 20 V/m/√Hz at 1 Hz, 100 s of averaging and σ0 = 20 kHz. Such a small σ0 assumes isotopically purified silicon, with silicon-29 reduced to roughly 200 parts per million or less, because the nuclear spins of that isotope also shift the qubit frequency. The displacement noise at 1 Hz is 2.0 pm/√Hz, and the frequency noise is 11.23 kHz/√Hz. Solving for T2* gives L = 15.98, so the gradient contributes an effective rms noise of

11.23 kHz × √15.98 = 44.9 kHz.

Combined with the other noise, this is √(44.9² + 20²) = 49.1 kHz, and T2* = 4.6 μs. With b_L = 0 and everything else fixed, T2* = 11.3 μs. The sharp cutoff is a convention. Removing instead the mean frequency over the 100 s record gives L = ln(100 s/t) ≈ 16.9 and T2* ≈ 4.5 μs, so T2* and the products below are fixed only to about 2–3% by this choice.

**Q:** How do I know the loss comes from b_L, and not from the magnet in general?

**A:** Switch off one gradient at a time. I tested this by diagonalizing the full Hamiltonian to find the frequency change per unit electric field, then averaging exp(iφ) over random 1/f field histories and the other noise. At 4.581 μs the coherence was 0.362 with both gradients, against the expected 1/e = 0.368. Without b_T it was 0.366. Without b_L it rose to 0.846, the level left by the other noise to within the sampling error.

**Q:** Then I accept some dephasing as the price of speed. A stronger magnet should still win, because I can do more before the coherence is gone.

**A:** For that we need the speed. A resonant drive moves the dot as x_ac cos(2πft), which adds the spin term

½gμB b_T x_ac cos(2πft) σx.

The same motion through b_L adds a term along σz. It only modulates the qubit frequency rapidly, and it averages out because gμB|b_L|x_ac/h ≪ f.

In the frame rotating with the spin, the parts of σx that raise and lower it acquire factors exp(±2πift). Multiplied by the cosine, each gives a constant ½ plus a term oscillating at 2f. Dropping the fast terms, which is justified when f_R ≪ f, leaves ¼gμB b_T x_ac σx. A term ½hf_R σx flips the spin with probability sin²(πf_R t), so

f_R = gμB b_T x_ac/(2h).

A drive amplitude of 5 kV/m gives x_ac = 0.501 nm and f_R = 7.02 MHz. Now multiply both gradients by s, holding the dot, B0, the drive and the electric noise fixed:

f_R T2* = s f_R(1)/{√2 π √[σ0² + s²A_f L]},

where f_R(1) and A_f are the values at s = 1. While σ0 dominates, the product grows as s. Once the gradient noise dominates, s cancels:

f_R T2* → f_R(1)/{√2 π √(A_f L)}.

The numbers are:

s = 0.25: f_R = 1.75 MHz, T2* = 9.87 μs, product 17.3
s = 0.5: f_R = 3.51 MHz, T2* = 7.55 μs, product 26.5
s = 1: f_R = 7.02 MHz, T2* = 4.58 μs, product 32.1
s = 2: f_R = 14.03 MHz, T2* = 2.40 μs, product 33.7

The last doubling of the magnet doubles the speed but raises the product by only 5%. For much larger s the product even falls slowly, because a shorter T2* makes L larger. The product compares drive speed with free dephasing. It is not a gate fidelity, since coherence decays differently under a drive.

The levelling-off at s = 2 also depends on the small σ0. In natural silicon, nuclear spins would give a σ0 of a few hundred kHz in a dot of this size, and the last doubling of the magnet would then nearly double the product.

**Q:** So I should make the magnet weaker?

**A:** Not if weakening it costs you b_T. In this model, reduce |b_L| along the direction in which noise moves the dot, and keep b_T. With b_L = 0 and b_T unchanged, f_R stays at 7.02 MHz and the product rises to 79. My first field expression shows that this is allowed at a point.

**Q:** Then I put the dot at that point and the problem is gone.

**A:** To first order, and while the dot stays there. Suppose it sits at an offset x from a point where b_L = 0. In the linear field used here, the magnitude is |B| = √(B0² + b_T²x²), and its slope is

d|B|/dx = b_T² x/|B|.

At x = 10 nm this is 0.020 mT/nm, a tenth of the b_L we started with. The offset has tilted the total field, so part of the formerly transverse gradient now lies along it. The field of a real magnet is also curved, so b_L itself returns as the dot leaves the point, and this contribution can be larger than that of the tilt. What matters is the gradient of |B| at the dot's actual position, calculated from the full field of the magnet.

**Q:** How close is all this to a real device?

**A:** The gradients, orbital energy and noise are rough values in the usual regime for MOS dots in isotopically purified silicon, and b_L and the noise depend strongly on the device and its layout. Real confinement is not harmonic. Adding a stiffening quartic term, equal to 10% of the harmonic energy at x = ℓ, multiplies the sensitivity by 0.795. The gradient noise drops to about 36 kHz and T2* rises to about 5.5 μs, while a fixed drive field also moves the dot less. Nearly all of this change comes from the orbital excitation energy, which the quartic term raises from 2 to 2.24 meV. A well that softens away from its centre has the opposite effect: it lowers that energy and raises the sensitivity. For weak anharmonicity, it is therefore best to put the actual excitation energy into the harmonic formula.

The model also leaves out noise that moves the dot along z. Maxwell's equations allow a gradient ∂Bz/∂z too, and if it is comparable to b_L, this motion can dephase the spin as much as motion along x, provided that the confinement and the electric noise are similar in the two directions.

Two other effects are much smaller for rough inputs. Vertical motion gives about 19 Hz/√Hz at 1 Hz, even if the longitudinal gradient in that direction is 1 mT/nm, and interface Stark tuning gives about 100 Hz/√Hz, against 11.23 kHz/√Hz from b_L. For a valley splitting of 0.3 meV, the Boltzmann factor of the upper valley is negligible at 0.1 K but 3% at 1 K, where a single-valley model begins to be doubtful. The vertical-motion estimate assumes a field of 0.2 MV/cm in the silicon. With the oxide's permittivity three times smaller, this means 0.6 MV/cm in the oxide, far below a rough breakdown field of 10 MV/cm.

The Gaussian assumption can also fail. Suppose one nearby oxide trap switches the field by 1 kV/m, is equally likely to be in either state, and rarely switches during a run. The qubit then has two frequencies, Δ = 0.56 MHz apart. Measured from their mean, the phases are ±πΔt, and this trap alone gives

W = cos(πΔt).

That first reaches zero at 1/(2Δ) = 0.89 μs and then revives. The early loss reflects the strength of this trap: its rms frequency shift is Δ/2 = 0.28 MHz, and slow Gaussian noise of the same size would give T2* = 0.80 μs. The revival is what slow Gaussian noise cannot produce. The route from charge to spin is still displacement through b_L, but a single T2* no longer describes the decay. The numerical output below lists the main values used here.

Computed results

```
transverse, vertical masses: 0.19, 0.916 m_e
orbital energy: 2.00 meV; g factor: 2.0
oscillator length: 14.16 nm
static field: 0.50 T; qubit frequency: 13.996 GHz
frequency per field: 27.992 GHz/T
transverse gradient: 1.00 mT/nm
longitudinal gradient: 0.20 mT/nm
displacement per kV/m: 0.1003 nm
frequency shift per nm: 5.598 MHz
field noise at 1 Hz: 20.0 V/m/sqrt(Hz)
displacement noise at 1 Hz: 2.005 pm/sqrt(Hz)
frequency noise at 1 Hz: 11.23 kHz/sqrt(Hz)
averaging time: 100 s; low cutoff: 0.01 Hz
logarithmic factor at T2*: 15.984
same factor by quadrature: 15.984
effective rms gradient noise: 44.88 kHz
other rms frequency noise: 20.0 kHz
total effective rms noise: 49.14 kHz
T2* with longitudinal gradient: 4.581 us
T2* with zero longitudinal gradient: 11.254 us
sampled coherence at first T2*: 0.362
same time, zero longitudinal gradient: 0.846
same time, zero transverse gradient: 0.366
drive field amplitude: 5.0 kV/m
drive displacement amplitude: 0.5013 nm
Rabi frequency, formula: 7.017 MHz
Rabi frequency, diagonalization: 7.022 MHz
f_R T2*, zero longitudinal gradient: 78.96
magnet scale | Rabi MHz | T2* us | f_R T2*
0.25 | 1.754 | 9.872 | 17.32
0.50 | 3.508 | 7.554 | 26.50
1.00 | 7.017 | 4.581 | 32.14
2.00 | 14.033 | 2.402 | 33.70
offset from zero-gradient point: 10.0 nm
regained longitudinal gradient: 0.0200 mT/nm
Neglected effects (rough inputs):
vertical silicon field: 0.20 MV/cm
mean depth in triangular well: 1.990 nm
vertical-motion noise, 1 mT/nm: 18.57 Hz/sqrt(Hz)
Stark inputs: 10 MHz/V, lever arm 0.1 eV/V, length 50 nm
interface Stark noise at 1 Hz: 100.0 Hz/sqrt(Hz)
quartic/harmonic energy at oscillator length: 0.10
sensitivity ratio with quartic term: 0.795
(qubit/orbital frequency)^2: 8.38e-04
valley splitting: 0.30 meV; Zeeman energy: 0.0579 meV
valley Boltzmann factor at 0.1 K: 7.60e-16
valley Boltzmann factor at 1.0 K: 3.08e-02
oxide field: 0.60 MV/cm; rough breakdown: 10 MV/cm
```
